# Why Covalent Bonds Can Make Born Charges Anomalously Large

**Question.** Covalency puts electrons back on a cation and so lowers its charge. Why, then, can a displaced cation in a ferroelectric oxide change the polarization as if it carried more than its full nominal charge?

**Answer.** The two statements concern different quantities. The static charge $Q$ says how much charge resides on the ion. The Born charge $Z^*$ says how fast the dipole changes when the ion moves,

$$Z^*=\frac{dp}{du},$$

at zero macroscopic field, with charges in units of $e$ and $p$ the dipole per cell in units of $e$ times length. If electrons flow through the bonds against the motion of a cation, their current adds to that of the ion.

## The mechanism in one bond

Place an anion at the origin and a cation at distance $R$. Each has one orbital, and the cation level lies $D$ above the anion level. Two electrons of opposite spin occupy the bond. When both sit on the anion, the ions carry their nominal charges $-Z_0$ and $+Z_0$. Hopping depends on bond length as

$$t(R)=t_0\left(\frac{R_0}{R}\right)^{\beta},\qquad R\frac{dt}{dR}=-\beta t .$$

The orbitals are taken as orthogonal, the position operator as diagonal in them, and $D$ as fixed for now.

If the cation approaches the anion, $t$ grows and the orbitals mix more strongly. Electrons move from anion to cation, against the cation's motion. Negative charge moving backwards is a current in the forward direction, so it adds to the current of the positive ion.

In the basis (anion, cation) the Hamiltonian is

$$H=\begin{pmatrix}-D/2&-t\\-t&D/2\end{pmatrix},\qquad E=\sqrt{D^2+4t^2}.$$

Define $\theta$ by $\cos\theta=D/E\equiv c$ and $\sin\theta=2t/E$. The vector $(\cos\frac\theta2,\sin\frac\theta2)$ has energy $-E/2$, since the first row gives

$$-\tfrac E2\left(\cos\theta\cos\tfrac\theta2+\sin\theta\sin\tfrac\theta2\right)=-\tfrac E2\cos\tfrac\theta2,$$

and the second row works in the same way. The cation orbital therefore holds

$$n=2\sin^2\tfrac\theta2=1-c$$

electrons. The cation charge is $Q=Z_0-n$, the anion charge is $-Q$, and $p=QR$. Hence

$$Z^*=Q+R\frac{dQ}{dR}=Z_0-n-R\frac{dn}{dR}.$$

The term $-n$ is electronic charge carried along with the cation; the last term is charge transferred through the bond. From $dE/dt=4t/E$ follows $dc/dt=-4Dt/E^3$, so

$$-R\frac{dn}{dR}=R\frac{dc}{dR}=\frac{4\beta Dt^2}{E^3}=\beta c(1-c^2),$$

where $4t^2/E^2=1-c^2$ was used. The result for this model is

$$\boxed{Z^*-Z_0=-(1-c)+\beta c(1-c^2)=(1-c)\,[\beta c(1+c)-1].}$$

Covalency by itself is not enough. With constant hopping, $\beta=0$, it lowers the Born charge. An excess over $Z_0$ requires $\beta c(1+c)>1$.

For weak hopping, $1-c\simeq2t^2/D^2$ and $c(1+c)\simeq2$, which gives

$$Z^*-Z_0\simeq2(2\beta-1)\frac{t^2}{D^2}.$$

Thus, in one bond, $\beta$ must exceed $1/2$. For strong hopping the electrons are already shared almost equally, and a further change of $t$ moves little charge. The excess is largest where its derivative with respect to $c$, $1+\beta(1-3c^2)$, vanishes, at $c^2=(1+\beta)/(3\beta)$. It falls to zero when $\beta c^2+\beta c=1$, or $c=[-1+\sqrt{1+4/\beta}]/2$.

The same charge fixes the force in a field. If $W(R,\mathcal E)$ is the energy in a field $\mathcal E$ along the bond, then $p=-\partial W/\partial\mathcal E$ and the force on the cation is $F=-\partial W/\partial R$. Both $\partial F/\partial\mathcal E$ and $\partial p/\partial R$ equal $-\partial^2W/\partial R\,\partial\mathcal E$, so $Z^*$ is also the force per unit field.

## Why the flow survives in a crystal

A cation in a crystal has an anion on either side. Let anions sit at $2aj$ and cations at $2aj+a+u$, with $j$ an integer. As $u$ grows, each cation's right bond shortens to $a-u$ and its left bond lengthens to $a+u$. It gains electrons from the right and loses them to the left.

Reflection turns $u$ into $-u$, so the cation's charge is an even function of $u$ and has no first-order change. Charge conservation then requires equal currents through both bonds. Electrons pass through the cation to the left without accumulating on it.

To find this current, move the cations slowly at speed $\dot u$. At wave number $k$, let $|-\rangle$ and $|+\rangle$ be the filled and empty states, separated by $E_x$, with $x=ka$. Write the moving state as $|-\rangle+\delta|+\rangle$, apart from a phase. To first order in $\dot u$, the $|+\rangle$ component of the Schrödinger equation reads

$$i\hbar\langle+|\partial_t-\rangle=E_x\delta .$$

Since $\langle+|\partial_t-\rangle=-\dot u\langle+|\partial_uH|-\rangle/E_x$,

$$\delta=-\frac{i\hbar\dot u\,\langle+|\partial_uH|-\rangle}{E_x^2}.$$

The hopping velocity operator is $\partial_kH/\hbar$. Its expectation value in $|-\rangle$ alone is the band slope, which averages to zero over the Brillouin zone. The mixed term, $2\,\mathrm{Re}[\delta\langle-|\partial_kH|+\rangle]/\hbar$, leaves

$$v=\frac{2\dot u}{E_x^2}\,\mathrm{Im}\left[\langle-|\partial_kH|+\rangle\langle+|\partial_uH|-\rangle\right].$$

The anion–cation matrix element is

$$H_{AC}=-t(a+u)e^{ika}-t(a-u)e^{-ika}.$$

At $u=0$, with $t=t(a)$ and $t'(a)=-\beta t/a$,

$$H_{AC}=-2t\cos x,\quad \partial_kH_{AC}=2ta\sin x,\quad \partial_uH_{AC}=\frac{2i\beta t}{a}\sin x .$$

This is the one-bond problem with $t$ replaced by $2t\cos x$, so

$$E_x=\sqrt{D^2+16t^2\cos^2x},\qquad \cos\theta=D/E_x .$$

With $|-\rangle=(\cos\frac\theta2,\sin\frac\theta2)$ and $|+\rangle=(-\sin\frac\theta2,\cos\frac\theta2)$,

$$\langle-|\partial_kH|+\rangle=2ta\sin x\,\frac{D}{E_x},\qquad
\langle+|\partial_uH|-\rangle=-\frac{2i\beta t}{a}\sin x .$$

Their product is $-4i\beta Dt^2\sin^2x/E_x$. Two spins, each of charge $-1$, contribute $-2v/\dot u$ to the Born charge. Adding the electrons carried on the moving cation orbital gives

$$\boxed{Z^*-Z_0=-\left\langle1-\frac D{E_x}\right\rangle+16\beta Dt^2\left\langle\frac{\sin^2x}{E_x^3}\right\rangle,}$$

averaged over $0<x<\pi$. If the hoppings to left and right have opposite signs, as for a $p$ and a $d$ orbital, reversing the orbital signs in every second cell restores this form.

For weak hopping both $\sin^2x$ and $\cos^2x$ average to $1/2$. The two terms become $-4t^2/D^2$ and $8\beta t^2/D^2$: twice the one-bond result, one share per bond.

For $t\gg D$ the behaviour differs. The transfer integral comes from near $x=\pi/2$, where $\cos^2x\simeq y^2$ with $y=x-\pi/2$:

$$\frac{16\beta Dt^2}{\pi}\int_{-\infty}^{\infty}\frac{dy}{(D^2+16t^2y^2)^{3/2}}
=\frac{16\beta Dt^2}{\pi}\,\frac{1}{2tD^2}=\frac{8\beta t}{\pi D}.$$

The carried term cannot exceed one electron, so the excess in the row has no upper bound as $D/t\to0$. The linear range shrinks, however: the difference between the two hoppings, about $2\beta tu/a$, must stay well below $D$.

The row also differs from the bond in its response to electrostatic shifts. In one bond, suppose $D\propto R^\gamma$. Since $c$ depends only on $t/D\propto R^{-(\beta+\gamma)}$, the transfer term contains $\beta+\gamma$ in place of $\beta$. Attraction of anion electrons to the cation, and repulsion of cation electrons by the anion, make $D$ rise as the bond shortens; then $\gamma<0$ and the transfer weakens. In the row, site energies are even in $u$, so this correction vanishes at first order.

## A titanate-like row

Take rough values in the regime of the Ti–O bonds of barium titanate: $a=0.20$ nm, $D=4$ eV, $t=1$ eV, $\beta=3.5$ and $Z_0=4$. Two equal $\pi$ channels, formed by sideways overlap of $p$ and $d$ orbitals, act along the row. Other ions stay fixed and neutralize the cell.

For one channel in one bond, $c=4/\sqrt{16+4}=0.8944$, and

$$Z^*-Z_0=-0.1056+3.5(0.8944)(0.2000)=0.5205 .$$

A numerical second derivative of the energy in a field gives $Z^*=4.5205$, in agreement. As $t$ varies with $D$ and $\beta$ fixed, the excess peaks at 0.964 near $t=2.31$ eV and vanishes near 8.39 eV. With $D\propto1/R$ instead of fixed $D$, it is 0.342 at $t=1$ eV.

For one channel in the row,

$$Z^*-Z_0=-0.1654+1.3348=1.1695,$$

summed before rounding. This is somewhat above twice the one-bond value, 1.0411. Dipoles computed from explicit site positions in open chains of 40 and 25 cells, subtracted to remove the ends, also give 1.1695. The charge crossing each bond is 3.337 e per nm of shift; multiplied by the cell length 0.40 nm, it reproduces the transfer term. Setting $\beta=0$ with all else fixed changes the excess to $-0.1654$, which identifies the variation of hopping as the cause of the excess in this model.

Both channels together give

$$Q=4-2(0.1654)=3.67,\qquad Z^*=4+2(1.1695)=6.34 .$$

The static charge is below nominal while the Born charge is well above it. For a shift of 0.01 nm in a cell of volume $\Omega=0.064$ nm$^3$, $P=eZ^*u/\Omega$ is 15.9 μC/cm², against 10.0 μC/cm² for the nominal charge. Over this whole shift the mean $Z^*$ is 6.35 at fixed $D$, so the hopping alone adds little nonlinearity. This near-linearity is a property of the fixed-$D$ model. $D$ changes at order $u^2$, and point charges on the two neighbours in the row would lower the mean to between 6.2 (unscreened) and 6.3 (dielectric constant 5). In the real crystal the Ti Born charge along the polar axis falls noticeably in the distorted phases.

## How far the number can be trusted

First-principles calculations for cubic barium titanate give a Ti Born charge of roughly 7, so the model yields the right size, but its closeness is partly fortuitous. The row's gap equals $D=4$ eV, higher than the real gap of roughly 3 eV. Changing $D$ alone to 3 or 5 eV gives $Z^*=7.7$ or 5.6. In the real crystal the same $d$ orbital also bonds to anions beside the row; including these bonds with equal hopping lowers $Z^*$ to 5.6. A third $\pi$-type $d$ orbital bonds only sideways; it transfers no charge along the row but carries about 0.27 electron with the cation, which lowers $Z^*$ further to 5.3. An independent $\sigma$ channel, formed by head-on overlap, with rough values $t=2$ eV and $D=6$ eV, would add 1.8 in an isolated row, and about 1.1 once the $\sigma$-type $d$ orbitals also bond to the anions beside the row. An intersite dipole matrix element, assumed to be 0.005 nm and to vary with bond length as $t$ does, changes $Z^*$ by about 0.6 in either direction, as estimated from separate bonds. A cation repulsion of 4 eV lowers the one-bond excess from 0.52 to 0.46 for a single channel, and to 0.38 per channel when it also acts between the two channels on the same cation. These estimates are separate and need not add.

Thermal carriers across the model gap are negligible at 300 K, with $e^{-D/2k_BT}\sim10^{-34}$. A field of 1 MV/cm supplies the energy $D$ only over 40 nm, or 100 cells, so its tilt within one cell is small. Direct anion–anion hopping and correlation along the row are left out. The polarization above belongs to one displaced cation sublattice; the spontaneous polarization of a real crystal includes the displacements of all its ions. The remaining values are in the numerical output.

## Calculated quantities

```
INPUTS (rough, titanate regime)
bond length: 0.20 nm
level separation D: 4.0 eV
hopping t: 1.0 eV
hopping exponent beta: 3.5
nominal cation charge: 4.0 e
equal pi channels: 2
ONE BOND, ONE CHANNEL
c: 0.8944
electrons on cation orbital: 0.1056
transfer term: 0.6261 e
excess Z*-Z0: 0.5205 e
Z* from force in a field: 4.5205 e
largest excess at any t: 0.9640 e
hopping at largest excess: 2.309 eV
hopping where excess vanishes: 8.388 eV
excess if D varies as 1/R: 0.3416 e
ROW, ONE CHANNEL
electrons on cation orbital: 0.1654
transfer term: 1.3348 e
excess, band formula: 1.1695 e
excess, open-chain dipole: 1.1695 e
twice the one-bond excess: 1.0411 e
charge crossing a bond per nm of shift: 3.3371 e/nm
cation charge change per nm of shift: 2.2e-11 e/nm
excess for constant hopping, beta=0: -0.1654 e
excess for beta=2: 0.5974 e
ROW, BOTH CHANNELS
static cation charge: 3.669 e
Born charge Z*: 6.339 e
cation shift: 0.01 nm
cell volume: 0.064 nm^3
polarization with Z0: 10.01 uC/cm2
polarization with Z*: 15.87 uC/cm2
NEGLECTED EFFECTS
Z* with transverse pi bonds: 5.601 e
sigma hopping (rough): 2.0 eV
sigma level separation (rough): 6.0 eV
extra Z* from a sigma row: 1.834 e
cation repulsion (rough): 4.0 eV
one-bond excess with repulsion: 0.4637 e
assumed intersite dipole length: 0.005 nm
its effect on Z*, either sign: 0.563 e
mean Z* over the full shift: 6.347 e
Z* if D = 3 eV: 7.669 e
Z* if D = 5 eV: 5.611 e
thermal factor exp(-D/2kT) at 300 K: 2.5e-34
length over which 1 MV/cm supplies D: 40 nm
```
